# Thermal mismatch strain from Einstein expansion coefficients and Bose occupations

A germanium film that is strain-free on silicon at 900 K is stretched when the pair cools to 300 K, because germanium shrinks more. Multiplying the difference of the room-temperature expansion coefficients by the 600 K interval gives a strain of $1.93\times10^{-3}$ for the parameters used below. Using the high-temperature coefficients instead gives $1.56\times10^{-3}$. The integral over the model's changing coefficients is $1.72\times10^{-3}$, so within the model the first shortcut is 12% too high and the second 10% too low. These percentages should not be carried over to real films, whose coefficients change differently at high temperature. If each coefficient follows an Einstein heat capacity, the integral has a closed form that needs the Bose occupations at the two end temperatures and nothing in between.

## Setting and assumptions

The subscript $f$ denotes the film and $s$ the substrate. The algebra uses atomic units, so $\hbar=1$ and a frequency $\omega$ is also an energy. Boltzmann's constant $k$ is kept, so that temperatures can be read in kelvin. For $i=f,s$ define

$$x_i=\frac{\omega_i}{kT},\qquad n_i(T)=\frac{1}{e^{x_i}-1},\qquad c(x)=\frac{x^2e^x}{(e^x-1)^2}.$$

The assumptions are these.

1. The linear expansion coefficient of each unstressed material is isotropic in the film plane and equals $\alpha_i(T)=A_i\,c(x_i)$, with $A_i$ and $\omega_i$ independent of temperature. Since $c\to1$ as $x\to0$, $A_i$ is the high-temperature coefficient.
2. The film is strain-free at $T_0$. From $T_0$ to $T$ it stays bonded and elastic, without slip, cracking or further relaxation.
3. The substrate is so thick that the film does not deform it.

Tensile strain is positive.

**Theorem.** Under these assumptions the logarithmic in-plane elastic strain of the film at $T$ is

$$e(T,T_0)=w_s\,[n_s(T)-n_s(T_0)]-w_f\,[n_f(T)-n_f(T_0)],\qquad w_i=\frac{A_i\omega_i}{k}.$$

The ordinary strain is $e^{\,e(T,T_0)}-1$, which equals $e(T,T_0)$ to first order.

## Two lemmas and the proof

**Lemma 1 (kinematics).** $e(T,T_0)=\int_{T_0}^{T}(\alpha_s-\alpha_f)\,dT'$.

*Proof.* Let $L_i(T)$ be the length of an unstressed piece of material $i$, with $L_f(T_0)=L_s(T_0)$. By definition $d\ln L_i/dT=\alpha_i$, so

$$\ln\frac{L_i(T)}{L_i(T_0)}=\int_{T_0}^{T}\alpha_i\,dT'.$$

The bonded film has the length $L_s(T)$, whereas it would have $L_f(T)$ if released. Its stretch is therefore $L_s(T)/L_f(T)$. Taking the logarithm and using the equal starting lengths gives the statement. On cooling, $dT'$ is negative, so a film with the larger coefficient ends in tension. $\square$

**Lemma 2 (Einstein heat capacity).** An oscillator of frequency $\omega$ has heat capacity $k\,c(x)$, and $c(x)=(\omega/k)\,dn/dT$.

*Proof.* The levels are $\omega(m+\tfrac12)$, $m=0,1,2,\dots$ With $\beta=1/kT$ the geometric series gives

$$Z=\sum_m e^{-\beta\omega(m+1/2)}=\frac{e^{-\beta\omega/2}}{1-e^{-\beta\omega}},$$

$$U=-\frac{\partial\ln Z}{\partial\beta}=\frac{\omega}{2}+\frac{\omega e^{-\beta\omega}}{1-e^{-\beta\omega}}=\omega\left(n+\tfrac12\right).$$

The zero-point term does not depend on temperature, so the heat capacity is $dU/dT=\omega\,dn/dT$. Because $dx/dT=-x/T$,

$$\frac{dn}{dT}=-\frac{e^x}{(e^x-1)^2}\,\frac{dx}{dT}=\frac{x}{T}\,\frac{e^x}{(e^x-1)^2}.$$

Multiplying by $\omega$ and using $\omega/T=kx$ gives $\omega\,dn/dT=k\,c(x)$. $\square$

*Proof of the theorem.* By Lemma 2 the free strain of each material is

$$\int_{T_0}^{T}A_i\,c(x_i)\,dT'=\frac{A_i\omega_i}{k}\int_{T_0}^{T}\frac{dn_i}{dT'}\,dT'=w_i\,[n_i(T)-n_i(T_0)].$$

Constancy of $A_i$ and $\omega_i$ allows them to leave the integral. Lemma 1 subtracts the film's free strain from the substrate's. $\square$

**Remark 1 (four occupations).** There are two oscillators and two temperatures, so in general four occupations enter. If $\omega_f=\omega_s$, they combine into $(w_s-w_f)[n(T)-n(T_0)]$.

**Remark 2 (several modes).** Lemma 1 is linear in the coefficients. If $\alpha_i=\sum_jA_{ij}c(\omega_{ij}/kT)$, the free strain is $\sum_j(A_{ij}\omega_{ij}/k)[n_{ij}(T)-n_{ij}(T_0)]$. Some $A_{ij}$ may be negative.

**Remark 3 (variable prefactor).** If $A_i$ depends on temperature while $\omega_i$ is fixed, integration by parts gives

$$\int_{T_0}^{T}A_i c\,dT'=\frac{\omega_i}{k}\Big[A_i n_i\Big]_{T_0}^{T}-\frac{\omega_i}{k}\int_{T_0}^{T}\frac{dA_i}{dT'}\,n_i\,dT'.$$

The last term depends on the whole interval, so the two end temperatures no longer suffice in general.

## Where the weights come from

**Proposition.** Take a cubic crystal at zero pressure with atomic volume $\Omega$, static bulk modulus $B$, and three modes per atom whose frequency varies as $V^{-\gamma}$. To leading order in the thermal strain,

$$A=\frac{\gamma k}{B\Omega},\qquad w=\frac{\gamma\omega}{B\Omega}.$$

*Proof.* Let $u=\ln(V/V_0)$, with $V_0$ the volume of the static energy minimum. Near it the static energy per atom is $\tfrac12B\Omega u^2$, and the free energy per atom is

$$F=\tfrac12B\Omega u^2+3\left[\frac{\omega_u}{2}+kT\ln\left(1-e^{-\omega_u/kT}\right)\right],\qquad \omega_u=\omega e^{-\gamma u}.$$

The derivative of the bracket with respect to $\omega_u$ is $\tfrac12+n$, and $d\omega_u/du=-\gamma\omega_u$. Setting $dF/du=0$ gives $B\Omega u=3\gamma\omega_u(n+\tfrac12)$. To leading order $\omega_u$ may be replaced by $\omega$ on the right. The linear logarithmic strain is one third of the volume strain:

$$\frac u3=\frac{\gamma\omega}{B\Omega}\left(n+\tfrac12\right).$$

Between two temperatures the half cancels, leaving $w[n(T)-n(T_0)]$. Then $A=kw/\omega$. $\square$

The weight compares the energy of one quantum, multiplied by its sensitivity to volume, with the elastic energy scale $B\Omega$. The corrections are of relative order $u$, which is proportional to $1/B$. They come from the change of $\omega_u$ and from terms of the static energy beyond the quadratic one. To size them, replace $\tfrac12B\Omega u^2$ by the static energy whose slope is given under "Softening on expansion" below. A full minimization for the film parameters below, cooled from 900 K to 300 K, then differs from the leading-order strain by 2.7% of that strain. With $B$ ten times larger and $\gamma$ unchanged, the difference is 0.27%.

## Limits and sign

**High temperature.** For small $x$, $e^x-1=x(1+x/2+x^2/6+\dots)$. Inverting the bracket gives

$$n=\frac1x\left[1-\frac x2+\left(\frac14-\frac16\right)x^2+\dots\right]=\frac1x-\frac12+\frac{x}{12}+\dots$$

Since $w/x=AT$ and $wx=A\omega^2/(k^2T)$, the constants cancel between $T$ and $T_0$:

$$e=(A_s-A_f)(T-T_0)+\frac{A_s\omega_s^2-A_f\omega_f^2}{12k^2}\left(\frac1T-\frac1{T_0}\right)+\dots$$

The first term is the classical result with constant coefficients.

**Cooling to absolute zero.** Both $n_i(T)$ vanish, and the theorem becomes $e(0,T_0)=w_fn_f(T_0)-w_sn_s(T_0)$. If $T_0$ is high,

$$e(0,T_0)=(A_f-A_s)T_0-\tfrac12(w_f-w_s)+\tfrac1{12}(w_fx_f-w_sx_s)+\dots,$$

with $x_i$ taken at $T_0$. The second term survives because only one end of the interval is classical. It records the contraction that each material fails to make once its oscillator freezes out, which tends to $w_i/2$ for high $T_0$.

**Sign.** Write $c=[y/\sinh y]^2$ with $y=x/2$. The series of $\sinh y/y$ has positive coefficients, so $c$ falls as $x$ rises. If $A_f>0$, $A_f>A_s$ and $\omega_f\le\omega_s$, then $\alpha_f>\alpha_s$ at every positive temperature, and the tension grows throughout cooling.

If instead $A_f>A_s>0$ but $\omega_f>\omega_s$, the order reverses in the cold. There $c\simeq x^2e^{-x}$, so

$$\frac{\alpha_f}{\alpha_s}\simeq\frac{A_f\omega_f^2}{A_s\omega_s^2}\,e^{-(\omega_f-\omega_s)/kT}\to0.$$

If $T_0$ lies above the temperature where $\alpha_f=\alpha_s$, the film tension passes through a maximum there, and further cooling reduces it. The film is still in tension at absolute zero only if $w_fn_f(T_0)>w_sn_s(T_0)$; otherwise the tension is lost on the way.

## Germanium on silicon

The film is 1000 nm thick on a 700 µm wafer, both with (001) surfaces. The rough parameters are $\omega_f=0.037$ eV, $\omega_s=0.064$ eV, $A_f=7.0\times10^{-6}$ K$^{-1}$ and $A_s=4.4\times10^{-6}$ K$^{-1}$. In temperature units the quanta are $\omega_f/k=429.4$ K and $\omega_s/k=742.7$ K, so

$$w_f=7.0\times10^{-6}\times429.4=3.006\times10^{-3},\qquad w_s=4.4\times10^{-6}\times742.7=3.268\times10^{-3}.$$

The film occupation falls from 1.6357 at 900 K to 0.3141 at 300 K, and the substrate occupation from 0.7798 to 0.0918. The free strains are

$$3.0056\times10^{-3}\,(0.3141-1.6357)=-3.972\times10^{-3}\quad\text{(film)},$$

$$3.2678\times10^{-3}\,(0.0918-0.7798)=-2.248\times10^{-3}\quad\text{(substrate)}.$$

Their difference, substrate minus film, is $e=1.724\times10^{-3}$. Quadrature over temperature, with heat capacities summed from the oscillator levels, gives the same value.

The weights are nearly equal, so the mismatch comes mainly from the occupations: the softer germanium oscillator loses 1.32 quanta on average and the silicon one 0.69. In this model the room-temperature shortcut gives too much strain because silicon's coefficient rises more on heating than germanium's. The coefficients at 300 K are 5.92 and $2.70\times10^{-6}$ K$^{-1}$, while the averages over the interval, free strain divided by 600 K, are 6.62 and $3.75\times10^{-6}$ K$^{-1}$. Their difference is thus smaller on average than at 300 K.

The high-temperature series starts from $1.560\times10^{-3}$. Its first correction is

$$\frac{3.2678\times742.7-3.0056\times429.4}{12}\left(\frac1{300}-\frac1{900}\right)\times10^{-3}=0.210\times10^{-3},$$

which brings the sum to $1.770\times10^{-3}$, within 3% of the closed form although $x_s=2.5$ at 300 K.

**Stress.** The free surface requires $\sigma_{zz}=2C_{12}e+C_{11}\epsilon_{zz}=0$, hence $\epsilon_{zz}=-2C_{12}e/C_{11}$. The in-plane stress is

$$\sigma=(C_{11}+C_{12})e+C_{12}\epsilon_{zz}=Me,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}.$$

For germanium, with $C_{11}=129$ GPa and $C_{12}=48$ GPa, $M_f=141$ GPa. The film stress is $141.3\times1.724\times10^{-3}=0.244$ GPa, or $1.52\times10^{-3}$ eV/Å$^3$, tensile.

**Implied volume sensitivity.** The elastic energies $B\Omega$ are 10.61 eV for germanium and 12.24 eV for silicon. From $\gamma=wB\Omega/\omega$ one finds 0.86 and 0.63. These are effective values for a single mode standing for the whole spectrum.

## What the model leaves out

Each effect below is changed alone, with the other settings held fixed. Percentages refer to the mismatch strain $1.724\times10^{-3}$ unless stated otherwise.

**Late relaxation.** If dislocations keep the film strain-free down to 750 K, the theorem applies with $T_0=750$ K. The strain at 300 K is then $1.31\times10^{-3}$, lower by 24%.

**Incomplete relaxation.** With lattice constants 5.66 Å and 5.43 Å, the misfit strain is $5.43/5.66-1=-0.041$. If 1% of it survives growth, it adds $-0.41\times10^{-3}$, again 24% of the thermal strain and opposite in sign.

**Softening on expansion.** Let the bulk modulus rise linearly with pressure, with slope 4. Integrating $-dP/du=B+4P$ from $P=0$ gives $P=(B/4)(e^{-4u}-1)$. The static energy then has the slope

$$-P\Omega e^u=\frac{B\Omega}{4}\left(e^u-e^{-3u}\right)=B\Omega\,(u-u^2+\dots).$$

The negative quadratic term weakens the restoring force and enlarges the expansion, more so in germanium, whose thermal volume strain is larger here. Full minimization for both materials, which also includes the much smaller effect of the changing frequencies, gives a mismatch of $1.79\times10^{-3}$, higher by 4%.

**Negative expansion of cold silicon.** A single term with $A_s>0$ cannot give a negative coefficient, whereas silicon contracts on heating over a range below roughly 120 K. Remark 2 allows a rough repair: a soft mode with quantum 0.016 eV and coefficient $-1.0\times10^{-6}$ K$^{-1}$, and a hard mode at 0.064 eV with $5.4\times10^{-6}$ K$^{-1}$, which keeps the high-temperature sum at 4.4. This gives $-0.6\times10^{-6}$ K$^{-1}$ at 77 K, although the change of sign comes near 146 K, higher than in real silicon, and the coefficient at 300 K drops to $2.35\times10^{-6}$ K$^{-1}$, below the measured value of about 2.6. The mismatch at 300 K becomes $1.81\times10^{-3}$, higher by 5%; this shows the sensitivity to the choice of modes and is not a correction toward real silicon. At 77 K it is $2.57\times10^{-3}$, against $2.36\times10^{-3}$ from the single mode, a rise of 9% relative to the latter.

**Finite wafer.** The film pulls on the wafer surface with force $F=M_fh_fe$ per unit width. This compresses the wafer uniformly by $F/(M_sh_s)$. The moment $Fh_s/2$ acts on the bending stiffness $M_sh_s^3/12$, giving the curvature $6F/(M_sh_s^2)$ and a further surface compression of $3F/(M_sh_s)$. For a thin film the fractional loss of strain is therefore

$$\frac{4M_fh_f}{M_sh_s}=\frac{4\times141.3}{180.7\times700}=0.45\%.$$

The difference between ordinary and logarithmic strain is smaller still, $1.5\times10^{-6}$.

**Cracking.** The elastic energy density is $\tfrac12(\sigma e+\sigma e)=M_fe^2$. Suppose a crack through the film releases all the elastic energy in a strip of width $2h$. Per unit length it releases $2h^2M_fe^2$ and costs $G_ch$, where $G_c$ is the fracture energy. The two balance at $h_c=G_c/(2M_fe^2)$. With a rough $G_c=2$ J/m$^2$ this is about 2 µm. Both the strip width and the full release are order-of-magnitude assumptions (a single straight crack leaves most of the stress along its own line), so a 1000 nm film is not shown to be safe.

**Comparison with real films.** Germanium grown or annealed hot on silicon typically retains a tensile strain of roughly 0.2% at room temperature, the size found here. The chosen quanta lie near the highest optical phonon energies of the two crystals, and the coefficients at 300 K are close to the rough measured values of 6 and $2.6\times10^{-6}$ K$^{-1}$. The agreement is poorer at growth temperatures, where the measured coefficient of germanium keeps rising past the model's ceiling of $7.0\times10^{-6}$ K$^{-1}$. Typical measured coefficients integrate to roughly $2\times10^{-3}$ between 900 K and 300 K, so the model is low by about a fifth, and the room-temperature shortcut with measured values lands within about 10% of that integral. For a quantitative prediction, or to judge a shortcut for a real film, the measured coefficients should be integrated. Complete relaxation at one sharp temperature is an idealization. With the values chosen above, either departure from it lowers the tension by about a quarter, more than the softening and cold-silicon corrections sized above and comparable with the model's shortfall against measured coefficients; other values would give other losses. The full set of values is in the numerical output.

## Numbers as computed

```
Inputs (rough values, Ge film on Si)
quantum film, substrate: 0.037, 0.064 eV
A film, substrate: 7.0, 4.4 1e-6/K
growth, use, cold T: 900, 300, 77 K
C11, C12 film: 129, 48 GPa
C11, C12 substrate: 166, 64 GPa
lattice film, substrate: 5.66, 5.43 angstrom
thickness film, substrate: 1000, 700000 nm
Mismatch strain
q/k film, substrate: 429.4, 742.7 K
weight film, substrate: 3.0056, 3.2678 1e-3
n film at growth, use: 1.6357, 0.3141
n substrate at growth, use: 0.7798, 0.0918
free strain film: -3.9722 1e-3
free strain substrate: -2.2482 1e-3
mismatch strain at use T: 1.7240 1e-3
same by quadrature: 1.7240 1e-3
mismatch strain at cold T: 2.3567 1e-3
alpha at use T film, substrate: 5.918, 2.704 1e-6/K
strain with constant alpha: 1.9286 1e-3
biaxial modulus film, substrate: 141.3, 180.7 GPa
film stress at use T: 0.2436 GPa
film stress converted: 1.520e-03 eV/angstrom^3
Microscopic weights
B*Omega film, substrate: 10.61, 12.24 eV
implied gamma film, substrate: 0.862, 0.625
relative error, B and 10B: 0.02712, 0.00267
Neglected effects
relaxation continues down to: 750 K
strain then left at use T: 1.3145 1e-3
unrelaxed part of lattice misfit: 1 %
its strain: -0.4064 1e-3
bulk modulus pressure slope: 4.0
quasi-harmonic mismatch: 1.7895 1e-3
soft mode quantum: 0.016 eV
A soft, hard mode: -1.0, 5.4 1e-6/K
two-mode Si alpha at cold T: -0.597 1e-6/K
two-mode mismatch at use T: 1.8068 1e-3
two-mode mismatch at cold T: 2.5697 1e-3
strain loss, finite wafer: 0.446 %
ordinary minus log strain: 1.487 1e-6
fracture energy: 2.0 J/m^2
cracking thickness estimate: 2381 nm
```
